# Closed-shell coupled-perturbed Hartree-Fock equations for real and imaginary perturbations: a program that tests the result

```python
"""Closed-shell coupled-perturbed Hartree-Fock: test of
    A U + B conj(U) = -h1,
hence (A+B) U = -h1 for real h1 and (A-B) U = -h1 for imaginary h1.
i, j: occupied, a, b: virtual real orbitals; (pq|rs): repulsion integrals.
    A = (e_a - e_i) + 2(ai|bj) - (ab|ij),    B = 2(ai|bj) - (aj|bi)
U_ai: first-order admixture of virtual a in occupied i; h1: perturbation.
Energy curvature: d2E/dlambda2 = 4 Re sum conj(h1_ai) U_ai.
The independent side is a complex SCF solver with lambda*h1 in the Hamiltonian.
Atomic units inside, eV and angstrom in the printed output.
"""
import numpy as np
from scipy.linalg import eigh, expm
from scipy.constants import physical_constants
from pyscf import gto, scf

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10


class ClosedShell:
    def __init__(self, atoms, basis):
        geometry = [(s, tuple(np.array(r) / BOHR)) for s, r in atoms]
        self.mol = gto.M(atom=geometry, basis=basis, unit="Bohr", verbose=0)
        mf = scf.RHF(self.mol)
        mf.conv_tol = 1e-12
        self.library_energy = mf.kernel()
        self.nocc = self.mol.nelectron // 2
        self.n = self.mol.nao
        self.overlap = self.mol.intor("int1e_ovlp")
        self.hcore = mf.get_hcore()
        self.eri = self.mol.intor("int2e").reshape((self.n,) * 4)
        mean_field = 2 * self.eri - self.eri.transpose(0, 3, 1, 2)
        self.mean_field = mean_field.reshape(self.n**2, self.n**2)
        self.start = mf.make_rdm1() / 2
        self.energy, self.density, fock = self.solve(0 * self.hcore)
        self.start = self.density
        self.eps, self.coef = eigh(fock.real, self.overlap)
        self.occ = self.coef[:, :self.nocc]
        self.vir = self.coef[:, self.nocc:]
        self.build_matrices()

    def contract(self, matrix, density):
        parts = np.stack([density.real.ravel(), density.imag.ravel()], axis=1)
        out = matrix @ parts
        return (out[:, 0] + 1j * out[:, 1]).reshape(self.n, self.n)

    def fock_and_energy(self, h, density):
        fock = h + self.contract(self.mean_field, density)
        energy = np.trace((h + fock) @ density).real + self.mol.energy_nuc()
        return fock, energy

    def solve(self, perturbation):
        """Self-consistent field with a finite, possibly complex, perturbation."""
        h = self.hcore + perturbation
        s = self.overlap
        fock, _ = self.fock_and_energy(h, self.start)
        for _ in range(500):
            _, c = eigh(fock, s)
            c = c[:, :self.nocc]
            density = c @ c.conj().T
            fresh, energy = self.fock_and_energy(h, density)
            residual = fresh @ density @ s - s @ density @ fresh
            if abs(residual).max() < 1e-10:
                return energy, density, fresh
            fock = 0.7 * fresh + 0.3 * fock
        raise RuntimeError("SCF not converged")

    def build_matrices(self):
        o, v = self.occ, self.vir
        aibj = np.einsum("pqrs,pa,qi,rb,sj->aibj", self.eri, v, o, v, o,
                         optimize=True)
        abij = np.einsum("pqrs,pa,qb,ri,sj->abij", self.eri, v, v, o, o,
                         optimize=True)
        gaps = self.eps[self.nocc:, None] - self.eps[None, :self.nocc]
        self.gaps = gaps.ravel()
        m = self.gaps.size
        direct = aibj.reshape(m, m)
        self.A = (np.diag(self.gaps) + 2 * direct
                  - abij.transpose(0, 2, 1, 3).reshape(m, m))
        self.B = 2 * direct - aibj.transpose(0, 3, 2, 1).reshape(m, m)

    def block(self, operator):
        return (self.vir.T @ operator @ self.occ).ravel()

    def coupled(self, h1):
        h = self.block(h1)
        u = (np.linalg.solve(self.A + self.B, -h.real)
             + 1j * np.linalg.solve(self.A - self.B, -h.imag))
        return u, 4 * np.vdot(h, u).real

    def uncoupled_curvature(self, h1):
        return -4 * np.sum(abs(self.block(h1))**2 / self.gaps)

    def finite_field(self, h1, step=4e-3):
        run = {k: self.solve(k * step * h1) for k in (-2, -1, 1, 2)}
        e = {k: r[0] for k, r in run.items()}
        d = {k: r[1] for k, r in run.items()}
        d1 = (8 * (d[1] - d[-1]) - (d[2] - d[-2])) / (12 * step)
        slope = (8 * (e[1] - e[-1]) - (e[2] - e[-2])) / (12 * step)
        curvature = (16 * (e[1] + e[-1]) - (e[2] + e[-2])
                     - 30 * self.energy) / (12 * step**2)
        u = self.block(self.overlap @ d1 @ self.overlap)
        return u, curvature, d1, slope


def compare(system, h1):
    """Coupled equations against the finite-field SCF."""
    u, curvature = system.coupled(h1)
    u_ff, curvature_ff, d1, slope = system.finite_field(h1)
    error = np.linalg.norm(u - u_ff) / np.linalg.norm(u_ff)
    assert error < 1e-5
    assert abs(curvature - curvature_ff) < 1e-5 * max(1, abs(curvature_ff))
    if np.isrealobj(h1):
        assert abs(d1.imag).max() < 1e-6
    elif abs(h1.real).max() == 0:
        # imaginary antisymmetric density change: no Coulomb response
        assert abs(d1.real).max() < 1e-6 and abs(slope) < 1e-7
        coulomb = system.eri.reshape(system.n**2, system.n**2)
        assert abs(system.contract(coulomb, d1)).max() < 1e-5
        assert abs(system.contract(system.mean_field, d1)).max() > 1e-3
    return curvature, curvature_ff, error


def test_rotations(system):
    """Gradient, linearised Brillouin condition and curvature of the energy."""
    rng = np.random.default_rng(7)
    no, n = system.nocc, system.n

    def generator():
        x = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
        x = x - x.conj().T
        return x / np.linalg.norm(x)

    def brillouin_and_energy(c):
        density = c[:, :no] @ c[:, :no].conj().T
        fock, energy = system.fock_and_energy(system.hcore, density)
        return (c[:, no:].conj().T @ fock @ c[:, :no]).ravel(), energy

    k = generator()
    u = k[no:, :no].ravel()
    t = 5e-3
    # energy slope at a point that is not stationary
    c0 = system.coef @ expm(generator())
    f0, e0 = brillouin_and_energy(c0)
    e = {m: brillouin_and_energy(c0 @ expm(m * t * k))[1] for m in (-2, -1, 1, 2)}
    slope = (8 * (e[1] - e[-1]) - (e[2] - e[-2])) / (12 * t)
    assert abs(f0).max() > 1e-2
    assert abs(slope - 4 * np.vdot(f0, u).real) < 1e-6
    # response of F_ai and energy curvature at the Hartree-Fock point
    r = {m: brillouin_and_energy(system.coef @ expm(m * t * k))
         for m in (-2, -1, 1, 2)}
    df = (8 * (r[1][0] - r[-1][0]) - (r[2][0] - r[-2][0])) / (12 * t)
    linear = system.A @ u + system.B @ u.conj()
    assert abs(df - linear).max() < 1e-6
    d2e = (16 * (r[1][1] + r[-1][1]) - (r[2][1] + r[-2][1])
           - 30 * system.energy) / (12 * t**2)
    x, y = u.real, u.imag
    quadratic = 4 * (x @ (system.A + system.B) @ x
                     + y @ (system.A - system.B) @ y)
    assert abs(d2e - quadratic) < 1e-5 * max(1, abs(quadratic))
    return np.linalg.norm(df - linear) / np.linalg.norm(df)


def lowest(matrix):
    value = np.linalg.eigvalsh(matrix)[0]
    assert value > 0
    return value * HARTREE


LENGTH2_PER_ENERGY = BOHR**2 / HARTREE
VOLUME = HARTREE * BOHR          # e^2/(4 pi eps0) in eV angstrom

# ---- H2 in a minimal basis: one occupied and one virtual orbital ----
bond = 0.74
h2 = ClosedShell([("H", (0, 0, -bond / 2)), ("H", (0, 0, bond / 2))], "sto-3g")
assert abs(h2.energy - h2.library_energy) < 1e-8
g, w = h2.occ[:, 0], h2.vir[:, 0]
J = np.einsum("pqrs,p,q,r,s", h2.eri, g, g, w, w)
K = np.einsum("pqrs,p,q,r,s", h2.eri, g, w, g, w)
gap = h2.gaps[0]
plus, minus = gap + 3 * K - J, gap + K - J
z_op = h2.mol.intor("int1e_r")[2]
p_op = 1j * h2.mol.intor("int1e_ipovlp")[2]
z_ug, p_ug = abs(h2.block(z_op)[0]), abs(h2.block(p_op)[0])
_, z_ff, _ = compare(h2, z_op)
_, p_ff, _ = compare(h2, p_op)
assert abs(4 * z_ug**2 / plus + z_ff) < 1e-5
assert abs(4 * p_ug**2 / minus + p_ff) < 1e-5
P_UNIT = 1 / (HARTREE * BOHR**2)
print("H2, RHF/STO-3G")
print(f"bond length                      {bond:.2f} angstrom")
print(f"orbital energy occupied          {h2.eps[0]*HARTREE:.4f} eV")
print(f"orbital energy virtual           {h2.eps[1]*HARTREE:.4f} eV")
print(f"orbital gap                      {gap*HARTREE:.4f} eV")
print(f"J = (gg|uu)                      {J*HARTREE:.4f} eV")
print(f"K = (gu|gu)                      {K*HARTREE:.4f} eV")
print(f"A+B = gap+3K-J                   {plus*HARTREE:.4f} eV")
print(f"A-B = gap+K-J                    {minus*HARTREE:.4f} eV")
print(f"|z_ug|                           {z_ug*BOHR:.5f} angstrom")
print(f"|U| for z                        {z_ug/plus*BOHR/HARTREE:.6f} angstrom/eV")
print(f"-d2E for z, coupled              {4*z_ug**2/plus*LENGTH2_PER_ENERGY:.6f} angstrom^2/eV")
print(f"-d2E for z, finite field         {-z_ff*LENGTH2_PER_ENERGY:.6f} angstrom^2/eV")
print(f"-d2E for z, uncoupled            {4*z_ug**2/gap*LENGTH2_PER_ENERGY:.6f} angstrom^2/eV")
print(f"e^2/(4 pi eps0)                  {VOLUME:.5f} eV angstrom")
print(f"polarizability volume zz         {4*z_ug**2/plus*BOHR**3:.5f} angstrom^3")
print(f"|p_ug|/hbar                      {p_ug/BOHR:.5f} 1/angstrom")
print(f"-d2E for p/hbar, coupled         {4*p_ug**2/minus*P_UNIT:.6f} 1/(eV angstrom^2)")
print(f"-d2E for p/hbar, finite field    {-p_ff*P_UNIT:.6f} 1/(eV angstrom^2)")
print(f"-d2E for p/hbar, uncoupled       {4*p_ug**2/gap*P_UNIT:.6f} 1/(eV angstrom^2)")

# ---- H2O: molecule in the yz plane, twofold axis z, oxygen at the origin ----
r_oh, angle = 0.96, 104.5
half = np.radians(angle / 2)
atoms = [("O", (0, 0, 0)),
         ("H", (0, r_oh * np.sin(half), r_oh * np.cos(half))),
         ("H", (0, -r_oh * np.sin(half), r_oh * np.cos(half)))]
water = ClosedShell(atoms, "6-31g**")
assert abs(water.energy - water.library_energy) < 1e-8
rotation_error = test_rotations(water)
position = water.mol.intor("int1e_r")
# overall sign of the angular momentum only reverses the field direction
angular = -1j * water.mol.intor("int1e_cg_irxp")
px = water.mol.search_ao_label("O 2px")[0]
py = water.mol.search_ao_label("O 2py")[0]
assert abs(abs(angular[2][py, px]) - 1) < 1e-8
print("H2O, RHF/6-31G**")
print(f"OH length                        {r_oh:.2f} angstrom")
print(f"HOH angle                        {angle:.1f} degrees")
print(f"basis functions                  {water.n}")
print(f"occupied, virtual orbitals       {water.nocc}, {water.n - water.nocc}")
print(f"dimension of A and B             {water.gaps.size}")
print(f"smallest orbital gap             {water.gaps.min()*HARTREE:.4f} eV")
print(f"lowest eigenvalue of A+B         {lowest(water.A + water.B):.4f} eV")
print(f"lowest eigenvalue of A-B         {lowest(water.A - water.B):.4f} eV")
errors, electric = [], []
print("-d2E for position: coupled, finite field, uncoupled")
for axis, op in zip("xyz", position):
    c, ff, err = compare(water, op)
    errors.append(err)
    electric.append(-c)
    row = np.array([-c, -ff, -water.uncoupled_curvature(op)]) * LENGTH2_PER_ENERGY
    print(f"  {axis}{axis}  {row[0]:.6f}  {row[1]:.6f}  {row[2]:.6f} angstrom^2/eV")
print(f"mean polarizability volume       {np.mean(electric)*BOHR**3:.4f} angstrom^3")
print("-d2E for L/hbar: coupled, finite field, uncoupled")
for axis, op in zip("xyz", angular):
    c, ff, err = compare(water, op)
    errors.append(err)
    row = np.array([-c, -ff, -water.uncoupled_curvature(op)]) / HARTREE
    print(f"  {axis}{axis}  {row[0]:.6f}  {row[1]:.6f}  {row[2]:.6f} 1/eV")

# y and L_x have the same spatial symmetry, yet their responses separate
_, mixed_ff, mixed_error = compare(water, position[1] + angular[0])
separate = water.coupled(position[1])[1] + water.coupled(angular[0])[1]
assert abs(mixed_ff - separate) < 1e-5 * abs(separate)
print(f"largest relative error of U      {max(errors):.1e}")
print(f"relative error of U, mixed h1    {mixed_error:.1e}")
print(f"relative error, linearised F_ai  {rotation_error:.1e}")

large = ClosedShell(atoms, "aug-cc-pvdz")
lowest(large.A + large.B)
alpha = [-large.coupled(op)[1] * BOHR**3 for op in large.mol.intor("int1e_r")]
print("H2O, RHF/aug-cc-pVDZ")
print(f"basis functions                  {large.n}")
print(f"mean polarizability volume       {np.mean(alpha):.4f} angstrom^3")
print("ALL CHECKS PASSED")
```

Printed output:

```
H2, RHF/STO-3G
bond length                      0.74 angstrom
orbital energy occupied          -15.7433 eV
orbital energy virtual           18.2627 eV
orbital gap                      34.0060 eV
J = (gg|uu)                      18.0605 eV
K = (gu|gu)                      4.9310 eV
A+B = gap+3K-J                   30.7385 eV
A-B = gap+K-J                    20.8765 eV
|z_ug|                           0.49243 angstrom
|U| for z                        0.016020 angstrom/eV
-d2E for z, coupled              0.031555 angstrom^2/eV
-d2E for z, finite field         0.031555 angstrom^2/eV
-d2E for z, uncoupled            0.028523 angstrom^2/eV
e^2/(4 pi eps0)                  14.39965 eV angstrom
polarizability volume zz         0.45438 angstrom^3
|p_ug|/hbar                      0.87086 1/angstrom
-d2E for p/hbar, coupled         0.145310 1/(eV angstrom^2)
-d2E for p/hbar, finite field    0.145310 1/(eV angstrom^2)
-d2E for p/hbar, uncoupled       0.089206 1/(eV angstrom^2)
H2O, RHF/6-31G**
OH length                        0.96 angstrom
HOH angle                        104.5 degrees
basis functions                  24
occupied, virtual orbitals       5, 19
dimension of A and B             95
smallest orbital gap             19.3594 eV
lowest eigenvalue of A+B         9.9444 eV
lowest eigenvalue of A-B         9.1096 eV
-d2E for position: coupled, finite field, uncoupled
  xx  0.029066  0.029066  0.025039 angstrom^2/eV
  yy  0.072476  0.072476  0.058290 angstrom^2/eV
  zz  0.052469  0.052469  0.044601 angstrom^2/eV
mean polarizability volume       0.7392 angstrom^3
-d2E for L/hbar: coupled, finite field, uncoupled
  xx  0.064986  0.064986  0.046213 1/eV
  yy  0.024598  0.024598  0.015885 1/eV
  zz  0.037504  0.037504  0.024761 1/eV
largest relative error of U      2.8e-07
relative error of U, mixed h1    2.2e-07
relative error, linearised F_ai  3.5e-12
H2O, RHF/aug-cc-pVDZ
basis functions                  41
mean polarizability volume       1.2105 angstrom^3
ALL CHECKS PASSED
```
